# Orientation of a Tetragonal Ce³⁺ Doublet in Dipole Absorption and NIXS, part 1

(Sections cited here and not found follow in the second part.)

**Q.** For a Ce³⁺ ion on a tetragonal site I would call the crystal-field ground state settled once the linear dichroism at the M₄,₅ edges is fitted. The doublet has one free mixing parameter, and the dichroism is a whole curve over two edges with rich multiplet structure. A curve of many points ought to fix one number. What could be left open?

**A.** Let us first write down what has to be fixed. Take the configuration \(4f^1\), point group \(D_{4h}\), \(z\) along \(c\), \(x\) along [100], Hartree atomic units. For now assume that spin–orbit coupling is much stronger than the crystal field, so that the ground state lies in the multiplet \(J=5/2\). The states \(|M\rangle\) carry Condon–Shortley phases, which means that all matrix elements of \(J_\pm\) are real and positive. A fourfold axis mixes only values of \(M\) that differ by 4, so the six states form the doublet \(\Gamma_6=|\pm\tfrac12\rangle\) and two \(\Gamma_7\) doublets of the form

\[
|\psi_\pm\rangle=\alpha\,|\pm\tfrac52\rangle+\beta\,|\mp\tfrac32\rangle ,\qquad \alpha^2+\beta^2=1 ,
\]

with real \(\alpha,\beta\). An overall sign is irrelevant, so the doublet is specified by \(\alpha^2\) and by the sign of \(\alpha\beta\). Your curve has to deliver both.

**Q.** The relative sign of two basis states sounds like a phase convention. Why is it physics?

**A.** Once the phases and the \(x\) axis are fixed as above, it is an orientation. Rotate the state by \(45^\circ\) about \(c\) with \(R=e^{-i\pi J_z/4}\):

\[
R|\psi_+\rangle=\alpha e^{-5i\pi/8}|\tfrac52\rangle+\beta e^{+3i\pi/8}|-\tfrac32\rangle
=e^{-5i\pi/8}\left(\alpha|\tfrac52\rangle+\beta e^{i\pi}|-\tfrac32\rangle\right).
\]

The rotation reverses \(\alpha\beta\) and keeps \(\alpha^2\). The two signs describe the same charge cloud turned by \(45^\circ\) against the lattice.

To see which sign points where, resolve \(|M\rangle\) into orbital and spin parts for \(l=3\):

\[
|M\rangle=-\sqrt{\tfrac{7/2-M}{7}}\;|M-\tfrac12,\uparrow\rangle+\sqrt{\tfrac{7/2+M}{7}}\;|M+\tfrac12,\downarrow\rangle .
\]

This is the eigenvector of \(\mathbf l\cdot\mathbf s\) with eigenvalue \(-2\). The first row of the \(2\times2\) matrix has the diagonal element \(\tfrac12(M-\tfrac12)\) and the off-diagonal element \(\tfrac12\sqrt{(7/2-M)(7/2+M)}\), and on the vector above it gives \(\tfrac12\sqrt{(7/2-M)/7}\,[-M+\tfrac12+\tfrac72+M]=2\sqrt{(7/2-M)/7}\), which is \(-2\) times the first component. The phases are right because \(J_-\) produces the new spin-up component only through \(l_-\), which keeps it negative.

We shall need the normalized polar parts of the spherical harmonics \(Y_{lm}=\Theta_{lm}e^{im\varphi}/\sqrt{2\pi}\), with \(u=\cos\theta\), \(s=\sin\theta\), and \(Y_{l,-m}=(-1)^mY_{lm}^*\):

\[
\Theta_{20}=\sqrt{\tfrac52}P_2,\quad \Theta_{21}=-\tfrac{\sqrt{15}}{2}us,\quad \Theta_{22}=\tfrac{\sqrt{15}}{4}s^2,
\]
\[
\Theta_{30}=\sqrt{\tfrac72}P_3,\quad \Theta_{31}=-\sqrt{\tfrac{21}{32}}(5u^2-1)s,\quad \Theta_{32}=\tfrac{\sqrt{105}}{4}us^2,\quad \Theta_{33}=-\sqrt{\tfrac{35}{32}}s^3 .
\]

The spin components of \(\psi_+\) are

\[
\uparrow:\ -\alpha\sqrt{\tfrac17}Y_{32}-\beta\sqrt{\tfrac57}Y_{3,-2},\qquad
\downarrow:\ \alpha\sqrt{\tfrac67}Y_{33}+\beta\sqrt{\tfrac27}Y_{3,-1}.
\]

In the basal plane \(u=0\), so \(Y_{3,\pm2}=0\), \(Y_{33}=-\sqrt{35/64\pi}\,e^{3i\varphi}\) and \(Y_{3,-1}=-\sqrt{21/64\pi}\,e^{-i\varphi}\). The part of the angular density \(n\) that depends on \(\varphi\) is the cross term

\[
2\alpha\beta\,\frac{\sqrt{12}}{7}\,\frac{\sqrt{735}}{64\pi}\cos4\varphi
=2\alpha\beta\,\frac{\sqrt{180}}{64\pi}\cos 4\varphi=\frac{3\sqrt5}{16\pi}\,\alpha\beta\cos4\varphi ,
\]

where \(\sqrt{735}=7\sqrt{15}\) was used. The partner \(\psi_-\) is the time reverse of \(\psi_+\) and has the same density. With \(\cos4\varphi=+1\) along [100] and \(-1\) along [110],

\[
n[100]-n[110]=\frac{3\sqrt5}{8\pi}\,\alpha\beta .
\]

Positive \(\alpha\beta\) puts the in-plane lobes of the electron density along [100], negative \(\alpha\beta\) along [110]. That decides whether the \(4f\) charge points at a neighbouring atom or between two of them.

**Q.** Then the sign matters. Show me why a spectrum should miss it.

**A.** We sort the information in the ground state by tensor rank and ask which ranks a probe can read. On the six states define

\[
O_{20}=3J_z^2-\tfrac{35}{4},\qquad O_{40}=35J_z^4-(30X-25)J_z^2+3X^2-6X,\qquad O_{44}=\tfrac12(J_+^4+J_-^4),
\]

with \(X=J(J+1)=35/4\). For \(|M|=\tfrac52,\tfrac32,\tfrac12\), insertion gives \(O_{20}=(10,-2,-8)\) and \(O_{40}=60\,(1,-3,2)\). The vectors \((1,1,1)\), \((10,-2,-8)\) and \((1,-3,2)\) are mutually orthogonal: \(10-2-8=0\), \(1-3+2=0\), \(10+6-16=0\). A diagonal operator that is even in \(M\) can hold only the ranks 0, 2 and 4, tensors of different rank are orthogonal under the trace, and \(O_{20}\) has rank 2. Hence \(O_{40}\) has pure rank 4.

The ladder from \(-\tfrac32\) to \(\tfrac52\) has the factors \(\sqrt{X-M(M+1)}=\sqrt8,\,3,\,\sqrt8,\,\sqrt5\), with product \(24\sqrt5\). So \(\langle\tfrac52|O_{44}|-\tfrac32\rangle=12\sqrt5\), and the same holds between \(-\tfrac52\) and \(\tfrac32\). In either member of the doublet

\[
\langle O_{20}\rangle=10\alpha^2-2\beta^2=12\alpha^2-2,\qquad
\langle O_{40}\rangle=60(\alpha^2-3\beta^2)=60(4\alpha^2-3),\qquad
\langle O_{44}\rangle=24\sqrt5\,\alpha\beta .
\]

Only \(\langle O_{44}\rangle\) is odd in \(\alpha\beta\). An operator that connects \(M=\tfrac52\) with \(M=-\tfrac32\) carries projection 4 and needs rank 4 or more.

**Q.** And the spectrum?

**A.** Let \(T(\mathbf n)\) be the transition operator from the filled \(d\) core shell to \(4f\), symmetric about a unit vector \(\mathbf n\). For linearly polarized dipole absorption it is \(\boldsymbol\varepsilon\cdot\mathbf r\) with \(\mathbf n=\boldsymbol\varepsilon\). For non-resonant inelastic x-ray scattering (NIXS) it is \(e^{i\mathbf q\cdot\mathbf r}\) with \(\mathbf n=\hat{\mathbf q}\). Prefactors that do not depend on the state are dropped. The spectrum is the doublet average of

\[
A(\omega,\mathbf n)=T^\dagger(\mathbf n)\,L(\omega-H+E_0)\,T(\mathbf n),
\]

taken on the six states, where \(H\) is the Hamiltonian of the final configuration \(d^9f^2\), \(E_0\) the initial energy and \(L\) a normalized Lorentzian. Now comes the second assumption: \(H\) is spherically symmetric, that is, the crystal field is neglected in the final state.

Take \(\mathbf n=\hat z\). Both \(T\) and \(H\) commute with \(J_z\), so \(A\) is diagonal, with elements \(I_M(\omega)\). A rotation by \(\pi\) about \(x\) sends \(M\to-M\) and \(T(\hat z)\to T(-\hat z)\). Between an even \(d\) and an odd \(f\) orbital only the parity-odd part of the operator survives, so \(T(-\hat z)=-T(\hat z)\), and \(A\), being quadratic in \(T\), is unchanged. Therefore \(I_{-M}=I_M\), and three spectra remain. Expand them in the three orthogonal vectors, \(A=a_0+a_2O_{20}+a_4O_{40}\). Projection on \((1,1,1)\), on \((10,-2,-8)\) with squared norm 168, and on \((1,-3,2)\) with squared norm 14 gives

\[
a_0=\frac{I_{5/2}+I_{3/2}+I_{1/2}}{3},\qquad
a_2=\frac{5I_{5/2}-I_{3/2}-4I_{1/2}}{84},\qquad
a_4=\frac{I_{5/2}-3I_{3/2}+2I_{1/2}}{840},
\]

where \(84=168/2\) and \(840=60\cdot14\). For another direction, rotate. Since \(H\) is invariant, \(A(\mathbf n)\) is the rotated \(A(\hat z)\), which amounts to replacing \(J_z\) by \(\mathbf J\cdot\mathbf n\):

\[
I(\omega,\mathbf n)=a_0+a_2\langle O_{20}(\mathbf n)\rangle+a_4\langle O_{40}(\mathbf n)\rangle .
\]

All multiplet structure sits in three functions of \(\omega\) that do not depend on the ground state, and the ground state enters through two numbers per direction.

**Q.** I need those two numbers as functions of the direction, with their signs.

**A.** Use \(C_{KQ}=\sqrt{4\pi/(2K+1)}\,Y_{KQ}\). The addition theorem \(P_K(\hat{\mathbf r}\cdot\mathbf n)=\sum_QC^*_{KQ}(\mathbf n)C_{KQ}(\hat{\mathbf r})\) states how the \(Q=0\) component about \(\mathbf n\) is built from components about \(z\). Any tensor operator \(T_{KQ}\) that transforms like \(C_{KQ}\) obeys the same rule, \(T_{K0}(\mathbf n)=\sum_QC^*_{KQ}(\mathbf n)T_{KQ}\). In the doublet only \(Q=0\) and \(Q=\pm4\) have expectation values. Rank 2 has no \(Q=\pm4\), so

\[
\langle O_{20}(\mathbf n)\rangle=\langle O_{20}\rangle P_2(\cos\theta).
\]

For rank 4 we have \(C_{40}=P_4=(35u^4-30u^2+3)/8\) and \(C_{4,\pm4}=\sqrt{35/128}\,s^4e^{\pm4i\varphi}\); the constant follows from \(\int s^8du=256/315\), which makes \(|C_{44}|^2=\tfrac{4\pi}{9}\cdot\tfrac{315}{512\pi}s^8\). Set \(T_{4,\pm4}=\sqrt{35/128}\,J_\pm^4\). The operator \(J_+^4\) commutes with \(J_+\) and raises \(M\) by 4, so it is the top component of a rank-4 tensor. The component \(T_{40}\) is proportional to \(O_{40}\), and one matrix element fixes the constant. The rule \([J_-,T_{4Q}]=\sqrt{20-Q(Q-1)}\,T_{4,Q-1}\) applied four times yields \(\sqrt{8\cdot14\cdot18\cdot20}=\sqrt{40320}\). In \(\langle\tfrac52|\cdots|\tfrac52\rangle\) every term of the fourfold commutator with a \(J_-\) on the left vanishes, since \(J_+|\tfrac52\rangle=0\), which leaves \((-1)^4T_{44}J_-^4\). Thus

\[
\langle\tfrac52|T_{40}|\tfrac52\rangle=\sqrt{\frac{35}{128\cdot40320}}\,(24\sqrt5)^2=\frac{2880}{384}=\frac{60}{8},
\]

so \(T_{40}=O_{40}/8\). Since \(\langle J_+^4\rangle=\langle J_-^4\rangle=\langle O_{44}\rangle\) for real \(\alpha,\beta\),

\[
\tfrac18\langle O_{40}(\mathbf n)\rangle=\tfrac18\langle O_{40}\rangle P_4+\tfrac{35}{128}s^4\,2\cos4\varphi\,\langle O_{44}\rangle ,
\]
\[
\langle O_{40}(\mathbf n)\rangle=\langle O_{40}\rangle P_4(\cos\theta)+\tfrac{35}{8}\langle O_{44}\rangle\sin^4\theta\cos4\varphi .
\]

The sign of \(\alpha\beta\) reaches the spectrum only through the last term, and only if \(a_4\neq0\).

**Q.** So everything hangs on \(a_4\) for the dipole operator.

**A.** The dipole operator is linear in \(\mathbf n\), so \(I(\mathbf n)=\sum_{ij}n_in_jM_{ij}\) for any initial state. A quadratic form on the unit sphere contains harmonics of degree 0 and 2 only. Apply the expansion to the state \(|\tfrac52\rangle\): it gives \(I=a_0+10a_2P_2+60a_4P_4\). Legendre polynomials are linearly independent, so \(a_4(\omega)=0\) at every energy, that is \(I_{5/2}-3I_{3/2}+2I_{1/2}=0\).

The same argument works level by level, because the projector on final states of given \(J'\) is a scalar. With \(a_4=0\) each contribution has the form \(u_0+u_2M^2\). For \(J'=\tfrac32\) there is no final state with \(M=\tfrac52\), so \(I_M\propto\tfrac{25}{4}-M^2\). For \(J'=\tfrac52\) the Wigner–Eckart theorem makes the vector operator proportional to the matrix of \(\mathbf J\), so \(I_M\propto M^2\). For \(J'=\tfrac72\) read the squared matrix element backwards, from \(\tfrac72\) to \(\tfrac52\): it is again of the form \(u_0+u_2M^2\) and must vanish at \(M=\tfrac72\), so \(I_M\propto\tfrac{49}{4}-M^2\). The combination \((1,-3,2)\) annihilates a constant, and it annihilates \(M^2\) because \(25-27+2=0\).

The dichroism follows from \(P_2=1\) along \(c\) and \(P_2=-\tfrac12\) in the plane:

\[
I(c)-I(ab)=\tfrac32a_2(12\alpha^2-2)=\frac{6\alpha^2-1}{28}\left(5I_{5/2}-I_{3/2}-4I_{1/2}\right).
\]

Here is the answer to your count of points. The curve has many points, but its shape is fixed by the final states, and the ground state supplies one amplitude, \(6\alpha^2-1\). For a single populated doublet, and within the two assumptions of pure \(J=\tfrac52\) and a spherical final state, that amplitude fixes \(\alpha^2\) uniquely, and it separates \(\Gamma_7\), with \(\langle O_{20}\rangle\) between \(-2\) and 10, from \(\Gamma_6\), with \(-8\). It holds nothing odd in \(\alpha\beta\). Each spectrum has ranks 0 and 2; their difference is pure rank 2.

The cubic limit is a useful case. The cubic combination \(O_{40}+5O_{44}\) has, in the pair \((\tfrac52,-\tfrac32)\), diagonal elements 60 and \(-180\) and the off-diagonal element \(60\sqrt5\). Its eigenvalues are \(-60\pm180\). The value 120 is degenerate with \(|\pm\tfrac12\rangle\) and forms the quartet, and for \(-240\) the first row reads \(300\alpha+60\sqrt5\beta=0\), so \(\beta=-\sqrt5\alpha\) and \(\alpha^2=\tfrac16\). The dichroism vanishes, as it must for a cubic doublet. It vanishes equally for \(\beta=+\sqrt5\alpha\), the doublet of a cube turned by \(45^\circ\).

**Q.** What changes for scattering at the N₄,₅ edge?

**A.** The operator is no longer linear in the direction. The plane-wave expansion is

\[
e^{i\mathbf q\cdot\mathbf r}=\sum_ki^k(2k+1)\,j_k(qr)\sum_\mu C^*_{k\mu}(\hat{\mathbf q})\,C_{k\mu}(\hat{\mathbf r}),
\]

and between \(4d\) and \(4f\) the triangle rule \(1\le k\le5\) with odd parity leaves \(k=1,3,5\), weighted by \(R_k(q)=\langle4f|j_k(qr)|4d\rangle\). The intensity is a sum over pairs \((k,k')\), and a product of harmonics of degrees \(k\) and \(k'\) contains the degrees from \(|k-k'|\) to \(k+k'\). Degree 4 is barred only for \((1,1)\). It is allowed for \((1,3)\), \((1,5)\), \((3,3)\), \((3,5)\) and \((5,5)\). The interference of dipole and octupole counts, so the effect does not belong to the pure high multipoles alone. Ranks above 4 cannot appear in pure \(J=\tfrac52\), where the highest even rank is 4.

In the basal plane the terms with \(P_2\) and \(P_4\) do not depend on \(\varphi\) and cancel in the difference of the two directions:

\[
I[100]-I[110]=a_4\cdot2\cdot\tfrac{35}{8}\cdot24\sqrt5\,\alpha\beta=210\sqrt5\,\alpha\beta\,a_4
=\frac{\sqrt5}{4}\,\alpha\beta\left(I_{5/2}-3I_{3/2}+2I_{1/2}\right).
\]

The difference is linear in \(\alpha\beta\). Two cautions belong to it. With \(\mathbf q\parallel c\) the factor \(\sin^4\theta\) vanishes and scattering is as blind as absorption. And the sign of the bracket depends on \(\omega\) and \(q\) and must come from a calculation of the final states; the raw sign of the measured difference is not the sign of \(\alpha\beta\).

**Q.** Can the size be had without diagonalizing the multiplet?

**A.** For the intensity integrated over both edges, yes. Write \(T=\sum_{ba}t_{ba}f_b^\dagger d_a\). The integral of \(L\) is 1, so the integrated intensity is \(\langle T^\dagger T\rangle\). On the filled core \(d^\dagger_{a'}d_a\to\delta_{aa'}\), and \(f_{b'}f_b^\dagger=\delta_{bb'}-f_b^\dagger f_{b'}\), so

\[
\int I\,d\omega=\mathrm{Tr}\,t^\dagger t-\Big\langle\sum_{bb'}(tt^\dagger)_{bb'}f_b^\dagger f_{b'}\Big\rangle .
\]

The first term is the strength into an empty shell, and the second is the strength blocked by the resident electron. For \(\mathbf n=\hat z\) the matrix \(t\) is diagonal in \(m\) and spin. Let \(w_m=|t_m|^2=w_{-m}\), with \(w_{\pm3}=0\) because the core has no \(m=\pm3\). The orbital weights of \(|M\rangle\) are \((7/2-M)/7\) on \(m=M-\tfrac12\) and \((7/2+M)/7\) on \(m=M+\tfrac12\), so with \(S=2(w_0+2w_1+2w_2)\),

\[
\bar I_{5/2}=S-\frac{w_2}{7},\qquad \bar I_{3/2}=S-\frac{2w_1+5w_2}{7},\qquad \bar I_{1/2}=S-\frac{3w_0+4w_1}{7}.
\]

The rank-4 combination is \(-\tfrac17[w_2-6w_1-15w_2+6w_0+8w_1]=-\tfrac27(3w_0+w_1-7w_2)\), and

\[
\bar I[100]-\bar I[110]=-\frac{\sqrt5}{14}\,\alpha\beta\,(3w_0+w_1-7w_2).
\]

The amplitudes need \(c^k_m=\int\Theta_{3m}P_k\Theta_{2m}\,du\). For \(k=1\): with \(uP_2=(3P_3+2P_1)/5\) and \(\int P_3^2=\tfrac27\), \(c^1_0=\tfrac{\sqrt{35}}{2}\cdot\tfrac35\cdot\tfrac27=\sqrt{9/35}\). Next, \(c^1_1=\tfrac{\sqrt{630}}{16}\int(-5u^6+6u^4-u^2)du=\tfrac{\sqrt{630}}{16}\cdot\tfrac{32}{105}=\sqrt{8/35}\), and \(c^1_2=\tfrac{\sqrt{1575}}{16}\int u^2(1-u^2)^2du=\tfrac{\sqrt{1575}}{16}\cdot\tfrac{16}{105}=\sqrt{5/35}\). For \(k=3\), with \(P_3=(5u^3-3u)/2\):

\[
c^3_0=\tfrac{\sqrt{35}}{2}\cdot\tfrac18\int(75u^8-115u^6+57u^4-9u^2)du=\tfrac{\sqrt{35}}{2}\cdot\tfrac{8}{105}=\sqrt{\tfrac{16}{315}},
\]
\[
c^3_1=\tfrac{\sqrt{630}}{32}\int(-25u^8+45u^6-23u^4+3u^2)du=\tfrac{\sqrt{630}}{32}\cdot\tfrac{32}{315}=\sqrt{\tfrac{2}{315}},
\]
\[
c^3_2=\tfrac{\sqrt{1575}}{32}\int(5u^8-13u^6+11u^4-3u^2)du=-\tfrac{\sqrt{1575}}{32}\cdot\tfrac{64}{315}=-\sqrt{\tfrac{20}{315}} .
\]

The \(k=5\) values are the same integrals with \(P_5\). Since \(i^k=i(-1)^{(k-1)/2}\) for odd \(k\), the common factor \(i\) drops out and

\[
w_m=\left(3R_1c^1_m-7R_3c^3_m+11R_5c^5_m\right)^2 .
\]

The \((1,1)\) part has \(w\propto(9,8,5)\) and \(27+8-35=0\), as required. The \((1,3)\) part has \(3c^1_0c^3_0+c^1_1c^3_1-7c^1_2c^3_2=(36+4+70)/105=22/21\), using \(\sqrt{35\cdot315}=105\). With the factor \(2\cdot3R_1\cdot(-7R_3)=-42R_1R_3\) it contributes

\[
-\frac{\sqrt5}{14}\alpha\beta\cdot(-42R_1R_3)\cdot\frac{22}{21}=\frac{22\sqrt5}{7}\,\alpha\beta\,R_1R_3 .
\]

At small \(q\), \(j_k(x)\simeq x^k/(2k+1)!!\) gives \(R_k\propto q^k\). The total grows as \(q^2\), the leading anisotropy is this \((1,3)\) term of order \(q^4\), and the relative contrast grows as \(q^2\). As \(q\to0\) scattering turns into dipole absorption with \(\boldsymbol\varepsilon\to\hat{\mathbf q}\) and loses the sign.

The same sum rule gives the integrated dipole dichroism. With \(\rho=\langle4f|r|3d\rangle\), \(w_m=\rho^2(9,8,5)/35\), the blocked parts are \(\rho^2(5,41,59)/245\), so \(5\bar I_{5/2}-\bar I_{3/2}-4\bar I_{1/2}=-\rho^2(25-41-236)/245=\tfrac{36}{35}\rho^2\), and

\[
\bar I(c)-\bar I(ab)=\frac{6\alpha^2-1}{28}\cdot\frac{36}{35}\rho^2=\frac{9}{245}(6\alpha^2-1)\rho^2 .
\]

For pure \(J=\tfrac52\) and a spherical final state, the dipole dichroism fixes \(\alpha^2\) but not the sign of \(\alpha\beta\), while scattering with \(\mathbf q\) in the basal plane can reveal that sign if the final states are calculated. What remains is to put numbers to these relations with a full multiplet calculation and to see what survives when the two assumptions are relaxed.
